**Hydrogen 2s from ultrasoft calculations with one and two partial waves**

The program builds ultrasoft data sets for the bare Coulomb potential and reconstructs the 2s orbital by the PAW transformation. Here `q`, `B` and `D` are the augmentation charges, the overlaps of pseudo waves with the functions `chi`, and the nonlocal strengths; `c` holds the projections and `delta` is the part of the pseudo solution outside the partial-wave set. The density at the nucleus is computed as the squared reconstructed orbital, `n_orb`, and from the augmentation formula, `n_aug`. The program asserts that `D` agrees with the PAW one-centre matrices, that two waves recover the 2s energy, orbital and density 1/(8π), and that one wave recovers the 1s state. It also asserts the remainder formulas for the density difference and the norm, the cusp ratio, and the two truncated reconstructions. At a sphere radius of 1.5 bohr, the one-wave 2s density is 12.9% too low from `n_orb` and 17.6% too low from `n_aug`. At 0.75 bohr these errors fall to 1.6% and 2.4%; the program asserts that the `n_orb` error is at least halved, not a power law.

## Numerical check

```python
"""
Result under test: the hydrogen 2s orbital and its density at the nucleus,
1/(8 pi), are recovered exactly from an ultrasoft calculation with 1s and 2s
partial waves, but not from one with the 1s partial wave alone.

Symbols (Hartree atomic units, s channel, psi = R/sqrt(4 pi), u = r R):
  ae, ps    all-electron and pseudo partial waves u_i inside radius rc
  chi       (eps_i - T - V_loc) acting on the pseudo partial waves
  B, q, D   <ps_i|chi_j>, augmentation charges, nonlocal strengths
  beta      projectors dual to the pseudo partial waves
  c         projections <beta_i|pseudo solution>
  delta     part of the pseudo solution not spanned by pseudo partial waves
n_orb is the squared reconstructed orbital at r = 0; n_aug is the density at
r = 0 from the ultrasoft augmentation formula.
"""
from types import SimpleNamespace
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh
from scipy.constants import physical_constants

r, s = sp.symbols("r s", positive=True)
EPS = np.array([-0.5, -0.125])
R_EXACT = [2 * sp.exp(-r), (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)]
DEGREE, NQUAD = 18, 40
FOURPI = 4 * np.pi


def smooth_inside(f, rc, order):
    """Taylor polynomial of f in r^2 about rc^2."""
    g = f.subs(r, sp.sqrt(s))
    total = sp.Integer(0)
    for k in range(order + 1):
        coefficient = g.subs(s, rc**2) / sp.factorial(k)
        total += coefficient * (r**2 - rc**2)**k
        g = sp.diff(g, s)
    return total


def evaluate(expression, points):
    values = sp.lambdify(r, expression, "numpy")(points)
    return np.asarray(values) * np.ones_like(points)


def basis(points, edges):
    """Continuous piecewise polynomials for u, zero at both outer ends."""
    nel = len(edges) - 1
    size = nel - 1 + nel * (DEGREE - 1)
    val = np.zeros((len(points), size))
    der = np.zeros_like(val)
    for e in range(nel):
        a, b = edges[e], edges[e + 1]
        m = (points >= a) & (points <= b)
        x = 2 * (points[m] - a) / (b - a) - 1
        scale = 2 / (b - a)
        leg = legvander(x, DEGREE)
        if e > 0:
            val[m, e - 1] = (1 - x) / 2
            der[m, e - 1] = -scale / 2
        if e < nel - 1:
            val[m, e] = (1 + x) / 2
            der[m, e] = scale / 2
        start = nel - 1 + e * (DEGREE - 1)
        cols = slice(start, start + DEGREE - 1)
        k = np.arange(2, DEGREE + 1)
        val[m, cols] = leg[:, 2:] - leg[:, :-2]
        der[m, cols] = leg[:, 1:-1] * (2 * k - 1) * scale
    return val, der


def build(rc):
    """Ultrasoft data set and discretized operators for sphere radius rc."""
    d = SimpleNamespace(rc=float(rc))
    d.edges = [0.0, float(rc), 6.0, 20.0, 60.0]
    x, w = leggauss(NQUAD)
    pairs = list(zip(d.edges[:-1], d.edges[1:]))
    d.grid = np.concatenate([(a + b) / 2 + (b - a) / 2 * x for a, b in pairs])
    d.w = np.concatenate([(b - a) / 2 * w for a, b in pairs])
    ri, wi = d.grid[:NQUAD], d.w[:NQUAD]

    v_sym = smooth_inside(-1 / r, rc, 2)
    d.R_ps = [smooth_inside(f, rc, 3) for f in R_EXACT]
    u_ae = [r * f for f in R_EXACT]
    u_ps = [r * f for f in d.R_ps]
    chi_sym = [(sp.Rational(e) - v_sym) * u + sp.diff(u, r, 2) / 2
               for e, u in zip(EPS, u_ps)]

    def table(expressions):
        return np.array([evaluate(f, ri) for f in expressions]).T

    d.ae, d.ps, d.chi = table(u_ae), table(u_ps), table(chi_sym)
    d.q = d.ae.T @ (wi[:, None] * d.ae) - d.ps.T @ (wi[:, None] * d.ps)
    d.B = d.ps.T @ (wi[:, None] * d.chi)
    d.D = d.B + d.q * EPS[None, :]

    # One-centre energy matrices in gradient form: an independent road to D.
    dae = table([sp.diff(u, r) for u in u_ae])
    dps = table([sp.diff(u, r) for u in u_ps])
    v_in = evaluate(v_sym, ri)
    d.D_paw = (0.5 * dae.T @ (wi[:, None] * dae)
               - d.ae.T @ ((wi / ri)[:, None] * d.ae)
               - 0.5 * dps.T @ (wi[:, None] * dps)
               - d.ps.T @ ((wi * v_in)[:, None] * d.ps))

    d.ae0 = np.array([float(f.subs(r, 0)) for f in R_EXACT])
    d.ps0 = np.array([float(f.subs(r, 0)) for f in d.R_ps])
    d.U, dU = basis(d.grid, d.edges)
    d.slope0 = basis(np.array([0.0]), d.edges)[1][0]
    kinetic = 0.5 * dU.T @ (d.w[:, None] * dU)
    v_coul = -1 / d.grid
    v_loc = v_coul.copy()
    v_loc[:NQUAD] = v_in
    d.V0 = float(v_sym.subs(r, 0))
    d.S0 = d.U.T @ (d.w[:, None] * d.U)
    d.H_coul = kinetic + d.U.T @ ((d.w * v_coul)[:, None] * d.U)
    d.H_loc = kinetic + d.U.T @ ((d.w * v_loc)[:, None] * d.U)
    return d


def projections(d, n):
    """Overlaps of basis functions with the n projectors of an n-wave set."""
    beta = d.chi[:, :n] @ np.linalg.inv(d.B[:n, :n])
    return d.U[:NQUAD].T @ (d.w[:NQUAD, None] * beta)


def solve(d, n, state):
    """Ultrasoft solution with n partial waves and its reconstruction."""
    b = projections(d, n)
    strength = (d.D[:n, :n] + d.D[:n, :n].T) / 2
    energies, vectors = eigh(d.H_loc + b @ strength @ b.T,
                             d.S0 + b @ d.q[:n, :n] @ b.T)
    v = vectors[:, state]
    v = v * np.sign(d.slope0 @ v)
    z = SimpleNamespace(n=n, v=v, energies=energies, E=energies[state])
    z.c = b.T @ v
    z.pseudo0 = d.slope0 @ v
    jump = d.ae0[:n] - d.ps0[:n]
    z.R0 = z.pseudo0 + z.c @ jump
    z.delta0 = z.pseudo0 - z.c @ d.ps0[:n]
    z.n_ps = z.pseudo0**2 / FOURPI
    z.n_orb = z.R0**2 / FOURPI
    q0 = np.outer(d.ae0[:n], d.ae0[:n]) - np.outer(d.ps0[:n], d.ps0[:n])
    z.n_aug = (z.pseudo0**2 + z.c @ q0 @ z.c) / FOURPI
    z.cross0 = 2 * z.delta0 * (z.c @ jump) / FOURPI
    full = d.U @ v
    correction = (d.ae[:, :n] - d.ps[:, :n]) @ z.c
    delta = full[:NQUAD] - d.ps[:, :n] @ z.c
    z.norm_cross = 2 * np.sum(d.w[:NQUAD] * delta * correction)
    full[:NQUAD] += correction
    z.norm = np.sum(d.w * full**2)
    return z


def orbital(d, z, points, reconstruct=True):
    """Orbital psi at positive radii, pseudo or reconstructed."""
    value = basis(points, d.edges)[0] @ z.v / points
    if reconstruct:
        for i in range(z.n):
            difference = evaluate(R_EXACT[i] - d.R_ps[i], points)
            value += z.c[i] * difference * (points < d.rc)
    return value / np.sqrt(FOURPI)


def cusp(d, z):
    """Logarithmic slope psi'(0)/psi(0) by one-sided finite differences."""
    h = 0.005
    p0 = z.R0 / np.sqrt(FOURPI)
    p1, p2 = orbital(d, z, np.array([h, 2 * h]))
    return (-3 * p0 + 4 * p1 - p2) / (2 * h) / p0


data = build(sp.Rational(3, 2))
exact = 1 / (8 * np.pi)

# Control: the bare Coulomb problem in the same basis.
e_coul, v_coul = eigh(data.H_coul, data.S0)
n_control = (data.slope0 @ v_coul[:, 1])**2 / FOURPI
assert np.allclose(e_coul[:2], EPS, atol=1e-8)
assert abs(n_control - exact) < 1e-7

# Ultrasoft strengths agree with the PAW one-centre matrices.
assert np.allclose(data.D, data.D_paw, atol=1e-10)
assert np.allclose(data.D, data.D.T, atol=1e-10)

ground = solve(data, 1, 0)
one = solve(data, 1, 1)
two = solve(data, 2, 1)

# A partial wave that is in the set gives its own state exactly.
assert abs(ground.E - EPS[0]) < 1e-8
assert abs(ground.n_orb - 1 / np.pi) < 1e-6
assert np.allclose(two.energies[:2], EPS, atol=1e-8)
assert np.allclose(two.c, [0, 1], atol=1e-6)
assert abs(two.n_orb - exact) < 1e-7
assert abs(two.n_aug - exact) < 1e-7
radii = np.array([0.25, 0.5, 1.0, 1.5, 3.0])
psi_exact = evaluate(R_EXACT[1], radii) / np.sqrt(FOURPI)
psi_two = orbital(data, two, radii)
assert np.allclose(psi_two, psi_exact, atol=1e-7)

# The one-wave set leaves a real error, and the remainder accounts for it.
assert abs(one.n_orb / exact - 1) > 0.01
for z in (one, two):
    assert abs(z.n_orb - z.n_aug - z.cross0) < 1e-10
    assert abs(z.norm - 1 - z.norm_cross) < 1e-9
    predicted_cusp = -(z.c @ data.ae0[:z.n]) / z.R0
    assert abs(cusp(data, z) - predicted_cusp) < 1e-4
assert abs(cusp(data, two) + 1) < 1e-4

# Truncating the reconstruction of the two-wave solution.
jump1 = data.ae0[0] - data.ps0[0]
n_keep = (two.pseudo0 + two.c[0] * jump1)**2 / FOURPI
c_rebuilt = (projections(data, 1).T @ two.v)[0]
n_rebuilt = (two.pseudo0 + c_rebuilt * jump1)**2 / FOURPI
assert abs(c_rebuilt - data.B[1, 0] / data.B[0, 0]) < 1e-7
assert abs(n_keep - two.n_ps) < 1e-6

# A smaller sphere reduces the one-wave error.
small = solve(build(sp.Rational(3, 4)), 1, 1)
assert abs(small.n_orb - exact) < 0.5 * abs(one.n_orb - exact)

bohr = physical_constants["Bohr radius"][0] * 1e10
hartree = physical_constants["Hartree energy in eV"][0]


def percent(n):
    return 100 * (n / exact - 1)


print(f"sphere radius rc = {data.rc:.2f} bohr")
print(f"V_loc(0) = {data.V0:.4f} hartree")
for i, name in enumerate(("1s", "2s")):
    print(f"{name}: R(0) = {data.ae0[i]:.6f}, pseudo R(0) = "
          f"{data.ps0[i]:.6f} bohr^-3/2")
for name, matrix, unit in (("q", data.q, "(dimensionless)"),
                           ("B", data.B, "hartree"),
                           ("D", data.D, "hartree")):
    print(f"{name}11, {name}12, {name}21, {name}22 = "
          + ", ".join(f"{t:.6f}" for t in matrix.ravel()) + f" {unit}")
print(f"exact 2s density at nucleus = {exact:.7f} bohr^-3"
      f" = {exact / bohr**3:.5f} angstrom^-3")
print(f"Coulomb control density = {n_control:.7f} bohr^-3")
print(f"one wave, 1s state: E = {ground.E:.7f} hartree, "
      f"n(0) = {ground.n_orb:.6f} bohr^-3")
for label, z in (("one wave", one), ("two waves", two)):
    print(f"--- {label}, 2s state ---")
    print(f"energy = {z.E:.7f} hartree; error = "
          f"{(z.E - EPS[1]) * hartree * 1000:.3f} meV")
    print("projections c = " + ", ".join(f"{t + 0.0:.6f}" for t in z.c))
    print(f"pseudo R(0) = {z.pseudo0:.6f} bohr^-3/2")
    print(f"remainder delta R(0) = {z.delta0:.6f} bohr^-3/2")
    print(f"reconstructed R(0) = {z.R0:.6f} bohr^-3/2")
    print(f"pseudo density = {z.n_ps:.7f} bohr^-3, "
          f"error {percent(z.n_ps):.3f} %")
    print(f"n_orb = {z.n_orb:.7f} bohr^-3 = {z.n_orb / bohr**3:.5f} "
          f"angstrom^-3, error {percent(z.n_orb):.3f} %")
    print(f"n_aug = {z.n_aug:.7f} bohr^-3 = {z.n_aug / bohr**3:.5f} "
          f"angstrom^-3, error {percent(z.n_aug):.3f} %")
    print(f"n_orb - n_aug = {z.cross0:.7f} bohr^-3")
    print(f"norm of reconstructed orbital squared = {z.norm:.7f}")
    print(f"cusp ratio = {cusp(data, z):.4f} bohr^-1")
print("--- two-wave solution, reconstruction truncated to 1s ---")
print(f"original dual projector: n_orb = {n_keep:.7f} bohr^-3, "
      f"error {percent(n_keep):.3f} %")
print(f"rebuilt projector: c = {c_rebuilt:.6f}, n_orb = {n_rebuilt:.7f} "
      f"bohr^-3, error {percent(n_rebuilt):.3f} %")
print("orbital in bohr^-3/2: r (bohr), exact, one-wave pseudo, one, two")
pseudo_one = orbital(data, one, radii, reconstruct=False)
psi_one = orbital(data, one, radii)
for row in zip(radii, psi_exact, pseudo_one, psi_one, psi_two):
    print(f"{row[0]:.2f}  " + "  ".join(f"{t:.6f}" for t in row[1:]))
print(f"one wave, rc = 0.75 bohr: E = {small.E:.7f} hartree, n_orb error "
      f"{percent(small.n_orb):.3f} %, n_aug error {percent(small.n_aug):.3f} %")
print("success")
```

Running it gives:

```
sphere radius rc = 1.50 bohr
V_loc(0) = -1.2500 hartree
1s: R(0) = 2.000000, pseudo R(0) = 1.126110 bohr^-3/2
2s: R(0) = 0.707107, pseudo R(0) = 0.387590 bohr^-3/2
q11, q12, q21, q22 = 0.073043, 0.025876, 0.025876, 0.009122 (dimensionless)
B11, B12, B21, B22 = -0.173407, -0.062778, -0.053074, -0.019164 hartree
D11, D12, D21, D22 = -0.209929, -0.066012, -0.066012, -0.020305 hartree
exact 2s density at nucleus = 0.0397887 bohr^-3 = 0.26851 angstrom^-3
Coulomb control density = 0.0397887 bohr^-3
one wave, 1s state: E = -0.5000000 hartree, n(0) = 0.318310 bohr^-3
--- one wave, 2s state ---
energy = -0.1246429 hartree; error = 9.717 meV
projections c = 0.308056
pseudo R(0) = 0.390884 bohr^-3/2
remainder delta R(0) = 0.043979 bohr^-3/2
reconstructed R(0) = 0.660091 bohr^-3/2
pseudo density = 0.0121587 bohr^-3, error -69.442 %
n_orb = 0.0346735 bohr^-3 = 0.23399 angstrom^-3, error -12.856 %
n_aug = 0.0327892 bohr^-3 = 0.22127 angstrom^-3, error -17.592 %
n_orb - n_aug = 0.0018843 bohr^-3
norm of reconstructed orbital squared = 1.0004152
cusp ratio = -0.9334 bohr^-1
--- two waves, 2s state ---
energy = -0.1250000 hartree; error = -0.000 meV
projections c = 0.000000, 1.000000
pseudo R(0) = 0.387590 bohr^-3/2
remainder delta R(0) = -0.000000 bohr^-3/2
reconstructed R(0) = 0.707107 bohr^-3/2
pseudo density = 0.0119546 bohr^-3, error -69.955 %
n_orb = 0.0397887 bohr^-3 = 0.26851 angstrom^-3, error -0.000 %
n_aug = 0.0397887 bohr^-3 = 0.26851 angstrom^-3, error -0.000 %
n_orb - n_aug = -0.0000000 bohr^-3
norm of reconstructed orbital squared = 1.0000000
cusp ratio = -1.0000 bohr^-1
--- two-wave solution, reconstruction truncated to 1s ---
original dual projector: n_orb = 0.0119546 bohr^-3, error -69.955 %
rebuilt projector: c = 0.306066, n_orb = 0.0341467 bohr^-3, error -14.180 %
orbital in bohr^-3/2: r (bohr), exact, one-wave pseudo, one, two
0.25  0.154029  0.106267  0.146525  0.154029
0.50  0.116511  0.094972  0.113092  0.116511
1.00  0.060493  0.059132  0.060495  0.060493
1.50  0.023556  0.023931  0.023931  0.023556
3.00  -0.022254  -0.022019  -0.022019  -0.022254
one wave, rc = 0.75 bohr: E = -0.1249920 hartree, n_orb error -1.559 %, n_aug error -2.449 %
success
```
